\section*{Hartree–Fock Stability and Its Closed-Shell Singlet and Triplet Problems}

\section{The result}

A Hartree--Fock determinant makes the energy stationary, but it need not be a minimum. Let $i,j$ label occupied and $a,b$ virtual spin orbitals, and let $\kappa_{ai}$ be small complex amplitudes that mix virtual orbitals into occupied ones. The energy change to second order is
\begin{equation}
E_2=\tfrac12
\begin{pmatrix}\kappa\\ \kappa^*\end{pmatrix}^{\!\dagger}
M\begin{pmatrix}\kappa\\ \kappa^*\end{pmatrix},
\qquad
M=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix},
\label{eq:M}
\end{equation}
\begin{equation}
A_{ai,bj}=f_{ab}\delta_{ij}-f_{ji}\delta_{ab}+\langle aj||ib\rangle,
\qquad B_{ai,bj}=\langle ab||ij\rangle .
\label{eq:AB}
\end{equation}
Here $f$ is the Fock matrix and $\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$. For a closed shell with real canonical spatial orbitals and a spin-free Hamiltonian, $M$ splits into
\begin{align}
H^{\mathrm{s}}&=\Delta+4(ai|bj)-(ab|ij)-(aj|bi) &&\text{(real singlet, once)},\label{eq:Hs}\\
H^{\mathrm{t}}&=\Delta-(ab|ij)-(aj|bi) &&\text{(real triplet, three times)},\label{eq:Ht}\\
H^{\mathrm{c}}&=\Delta-(ab|ij)+(aj|bi) &&\text{(complex, four times)}.\label{eq:Hc}
\end{align}
In these three lines the indices are spatial, $\Delta_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}$, and $(pq|rs)$ is the Coulomb interaction of the orbital products $\phi_p\phi_q$ and $\phi_r\phi_s$. The complex singlet and complex triplet problems share the matrix $H^{\mathrm c}$, so four named problems need three matrices. Atomic units are used in the algebra.

\section{Second-order energy}

Up to a phase, a determinant near $\Phi_0$ is $e^{\hat K}\Phi_0$ with
\begin{equation}
\hat K=\hat T-\hat T^\dagger,\qquad \hat T=\sum_{ai}\kappa_{ai}a_a^\dagger a_i .
\label{eq:K}
\end{equation}
Rotations among occupied orbitals change only the phase, and rotations among virtual orbitals change nothing, so neither is needed. Define the density matrix $P_{pq}=\langle a_q^\dagger a_p\rangle$. It projects onto the occupied orbitals and therefore becomes $e^{K}P_0e^{-K}$. In occupied--virtual block order,
\begin{equation}
K=\begin{pmatrix}0&-\kappa^\dagger\\ \kappa&0\end{pmatrix},\qquad
P_0=\begin{pmatrix}1&0\\0&0\end{pmatrix}.
\end{equation}
The first two terms of the expansion are
\begin{equation}
P_1=[K,P_0]=\begin{pmatrix}0&\kappa^\dagger\\ \kappa&0\end{pmatrix},\qquad
P_2=\tfrac12[K,P_1]=\begin{pmatrix}-\kappa^\dagger\kappa&0\\0&\kappa\kappa^\dagger\end{pmatrix}.
\label{eq:P12}
\end{equation}
The second-order term removes electrons from occupied orbitals and puts the same number into virtual ones.

The energy of any determinant is
\begin{equation}
E[P]=\sum_{pq}h_{pq}P_{qp}+\tfrac12\sum_{pqrs}\langle pq||rs\rangle P_{rp}P_{sq}.
\label{eq:EP}
\end{equation}
Its derivative at $P_0$ gives $f_{pr}=h_{pr}+\sum_j\langle pj||rj\rangle$. The first-order energy is $\mathrm{tr}(fP_1)=\sum_{ai}(f_{ia}\kappa_{ai}+f_{ai}\kappa^*_{ai})$, which vanishes for every $\kappa$ when $f_{ai}=0$. This stationarity condition is assumed from here on. The second-order energy has two parts: $\mathrm{tr}(fP_2)$, and the interaction of $P_1$ with itself. From \eqref{eq:P12} the first part is
\begin{equation}
\mathrm{tr}(fP_2)=\sum_{abi}\kappa_{ai}^*f_{ab}\kappa_{bi}-\sum_{aij}\kappa_{ai}^*f_{ji}\kappa_{aj}.
\label{eq:fP2}
\end{equation}
In the second part each factor $P_1$ is either $(P_1)_{ia}=\kappa^*_{ai}$ or $(P_1)_{ai}=\kappa_{ai}$. The four combinations give
\begin{align}
\tfrac12\sum_{aibj}\big[&\langle aj||ib\rangle\kappa_{ai}^*\kappa_{bj}
+\langle ib||aj\rangle\kappa_{ai}\kappa_{bj}^*\nonumber\\
&+\langle ab||ij\rangle\kappa_{ai}^*\kappa_{bj}^*
+\langle ij||ab\rangle\kappa_{ai}\kappa_{bj}\big].
\label{eq:four}
\end{align}
Exchange the labels $(a,i)\leftrightarrow(b,j)$ in the second term and use $\langle ja||bi\rangle=\langle aj||ib\rangle$. It then equals the first term, which removes the factor $\tfrac12$. The last two terms are complex conjugates. Adding \eqref{eq:fP2} and \eqref{eq:four} gives
\begin{equation}
E_2=\kappa^\dagger A\kappa+\mathrm{Re}\,(\kappa^\dagger B\kappa^*),
\label{eq:E2}
\end{equation}
with the blocks \eqref{eq:AB}. Since $A$ is Hermitian and $B$ is symmetric, this is the same as \eqref{eq:M}.

\subsection{Particle--hole meaning of the blocks}

The wavefunction gives the same form from another side. Because $\hat T^\dagger\Phi_0=0$ and $\hat T^\dagger\hat T\Phi_0=\|\kappa\|^2\Phi_0$,
\begin{equation}
e^{\hat K}\Phi_0=\big(1-\tfrac12\|\kappa\|^2\big)\Phi_0+\hat T\Phi_0+\tfrac12\hat T^2\Phi_0+O(\kappa^3).
\end{equation}
The second-order part of the energy is therefore
\begin{equation}
E_2=\langle\hat T\Phi_0|H-E_0|\hat T\Phi_0\rangle+\mathrm{Re}\,\langle\hat T^2\Phi_0|H|\Phi_0\rangle .
\label{eq:ph}
\end{equation}
Under $\kappa\to e^{i\theta}\kappa$ the first term is unchanged and the amplitude inside the real part acquires $e^{-2i\theta}$. The two terms can thus be compared separately with \eqref{eq:E2}. The block $A$ is the matrix of $H-E_0$ between states with one particle--hole pair, and $B$ couples $\Phi_0$ to states with two pairs. A calculation that diagonalizes $A$ alone omits this coupling. A negative eigenvalue of $A$ still proves instability, because $\theta$ can be chosen to make the second term non-positive, but a positive $A$ does not prove stability.

\subsection{What the eigenvalues decide}

If $(u,v)$ is an eigenvector of $M$ with eigenvalue $\lambda$, so is $(v^*,u^*)$. Their sum has the form $(\kappa,\kappa^*)$; if the sum vanishes, multiply $(u,v)$ by $i$ first. Every eigenvalue therefore belongs to an allowed rotation, and along it \eqref{eq:M} gives $E_2=\lambda\|\kappa\|^2$. A negative $\lambda$ proves that a lower determinant exists nearby. If all eigenvalues are positive, $\Phi_0$ is a local minimum among determinants in the given basis; a lower minimum may still exist elsewhere. A zero eigenvalue may come from a continuous symmetry, or it may leave the decision to higher orders.

\section{Factorization for a closed shell}

\subsection{Real and imaginary amplitudes}

With real orbitals, $A$ and $B$ are real symmetric matrices. Write $\kappa=x+iy$. In $\kappa^\dagger A\kappa$ the cross terms $i(x^TAy-y^TAx)$ cancel by symmetry. In the other term, $\mathrm{Re}\,(x-iy)^TB(x-iy)=x^TBx-y^TBy$. Hence
\begin{equation}
E_2=x^T(A+B)x+y^T(A-B)y .
\label{eq:xy}
\end{equation}
Equivalently, the orthogonal change to $(\kappa\pm\kappa^*)/\sqrt2$ turns $M$ into the two blocks $A+B$ and $A-B$.

\subsection{Spin}

Now let $a,i,b,j$ be spatial labels and show spin explicitly. The four matrices $\sigma_0=1,\sigma_x,\sigma_y,\sigma_z$ span all $2\times2$ matrices, so a general amplitude is
\begin{equation}
\kappa_{a\sigma,i\tau}=\frac1{\sqrt2}\sum_{\mu}k^\mu_{ai}(\sigma_\mu)_{\sigma\tau},
\qquad \|\kappa\|^2=\sum_\mu\|k^\mu\|^2 .
\label{eq:spin}
\end{equation}
A Coulomb integral conserves the spin of each electron, so
\begin{align}
\langle a\sigma\,j\tau'||i\tau\,b\sigma'\rangle&=(ai|jb)\delta_{\sigma\tau}\delta_{\sigma'\tau'}-(ab|ij)\delta_{\sigma\sigma'}\delta_{\tau\tau'},\label{eq:spinA}\\
\langle a\sigma\,b\sigma'||i\tau\,j\tau'\rangle&=(ai|bj)\delta_{\sigma\tau}\delta_{\sigma'\tau'}-(aj|bi)\delta_{\sigma\tau'}\delta_{\sigma'\tau}.\label{eq:spinB}
\end{align}
Insert \eqref{eq:spin}. The first term of each line produces $\tfrac12\mathrm{Tr}\,\sigma_\mu\mathrm{Tr}\,\sigma_\nu=2\delta_{\mu0}\delta_{\nu0}$. The second term of each line produces $\tfrac12\mathrm{Tr}\,\sigma_\mu\sigma_\nu=\delta_{\mu\nu}$, because the $\sigma_\mu$ are Hermitian; in \eqref{eq:spinB} the complex conjugate of this real trace appears. The orbital-energy term also gives $\delta_{\mu\nu}$. No coupling between different $\mu$ remains, and
\begin{align}
A^{\mathrm s}&=\Delta+2(ai|jb)-(ab|ij), & B^{\mathrm s}&=2(ai|bj)-(aj|bi),\label{eq:ABs}\\
A^{\mathrm t}&=\Delta-(ab|ij), & B^{\mathrm t}&=-(aj|bi).\label{eq:ABt}
\end{align}
The singlet blocks apply to $\mu=0$, the triplet blocks to each of $\mu=x,y,z$. Equation \eqref{eq:xy} holds for each component: the real part of $k^\mu$ sees $A+B$ and the imaginary part sees $A-B$. The sums are \eqref{eq:Hs} and \eqref{eq:Ht}. In $A^{\mathrm s}-B^{\mathrm s}$ the terms $2(ai|jb)$ and $2(ai|bj)$ cancel for real orbitals, which leaves \eqref{eq:Hc}, equal to $A^{\mathrm t}-B^{\mathrm t}$.

\subsection{Where each instability leads}

A real $k^0$ rotates both spins alike and stays within real restricted Hartree--Fock (RHF). An imaginary $k^0$ leads to complex RHF orbitals. A real $k^z$ rotates $\alpha$ and $\beta$ orbitals in opposite directions and leads to unrestricted Hartree--Fock (UHF); $k^x$ and $k^y$ give the same energies with another spin axis. The words real and imaginary refer to $k^\mu$. Since $i\sigma_y$ is a real matrix, an imaginary $k^y$ produces real spin orbitals that mix $\alpha$ and $\beta$, although its curvature is governed by $H^{\mathrm c}$.

The first-order charge density ($\mu=0$) or spin density ($\mu=x,y,z$) is proportional to
\begin{equation}
\sum_{ai}\big(k^\mu_{ai}+k^{\mu*}_{ai}\big)\phi_a(\mathbf r)\phi_i(\mathbf r).
\end{equation}
It vanishes for imaginary $k^\mu$. This is why the classical repulsion $4(ai|bj)$ is absent from $H^{\mathrm c}$. It is absent from $H^{\mathrm t}$ because a triplet rotation leaves the total charge density unchanged at first order; for $k^z$ the changes in the $\alpha$ and $\beta$ densities cancel.

For a real vector $x$ define $\rho=\sum_{ai}x_{ai}\phi_a\phi_i$, with Fourier transform $\tilde\rho$. Then
\begin{equation}
x^T(H^{\mathrm s}-H^{\mathrm t})x=4\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
=4\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}|\tilde\rho(\mathbf q)|^2\ge0 .
\label{eq:gram}
\end{equation}
The lowest eigenvalue of $H^{\mathrm t}$ therefore cannot exceed that of $H^{\mathrm s}$: a real singlet instability implies a real triplet one. This argument gives no order between $H^{\mathrm t}$ and $H^{\mathrm c}$.

The factorization needs its assumptions. Spin--orbit coupling mixes the components $\mu$, an open-shell reference does not occupy the same spatial orbitals with both spins, and complex orbitals in general prevent the split \eqref{eq:xy}. In those cases \eqref{eq:Hs}--\eqref{eq:Hc} do not apply and one must return to \eqref{eq:M}. Part of the splitting may survive: \eqref{eq:xy} needs only real $A$ and $B$, so it still holds for an open-shell determinant with real spin orbitals and a real Hamiltonian.

\section{A two-site case solved in full}

Take two electrons on two sites with hopping energy $-t$, $t>0$, and on-site repulsion $U>0$. The RHF determinant doubly occupies the even orbital $g$; the odd orbital $u$ is empty. Both have density $\tfrac12$ on each site, so $(gg|uu)=(gu|gu)=U/2$. The mean field shifts both orbitals by $U/2$, leaving $\Delta=2t$. The matrices reduce to numbers:
\begin{equation}
H^{\mathrm s}=2t+U,\qquad H^{\mathrm t}=2t-U,\qquad H^{\mathrm c}=2t .
\label{eq:dimer}
\end{equation}
Only the triplet value can become negative, at $U>2t$.

This can be checked at finite rotation. Let the $\alpha$ and $\beta$ orbitals be $\cos\theta\,g\pm\sin\theta\,u$. The site densities are $\tfrac12(1\pm\sin2\theta)$, with opposite signs for the two spins, and
\begin{equation}
E(\theta)=-2t\cos2\theta+\tfrac U2\cos^22\theta .
\label{eq:theta}
\end{equation}
Expansion gives $E_2=2(2t-U)\theta^2$. By \eqref{eq:spin}, $\theta=k^z/\sqrt2$, so $E_2=(2t-U)(k^z)^2$, in agreement with \eqref{eq:dimer}. At $U=2t$ the curvature is zero, but $E(\theta)-E(0)=t(1-\cos2\theta)^2\ge0$: along this path the RHF point is still a minimum, decided at fourth order. For $U>2t$ the minimum moves to $\cos2\theta=2t/U$, and opposite spins accumulate on the two sites; the separation is complete only as $U/t\to\infty$.

\section{Benzene}

Benzene is treated as a regular hexagon at the RHF/STO-3G level, with a chosen C--H length of 1.09~\AA. There are 315 spatial particle--hole pairs. The lowest eigenvalues, in eV, are:
\begin{center}
\begin{tabular}{cccc}
C--C (\AA) & $H^{\mathrm s}$ & $H^{\mathrm t}$ & $H^{\mathrm c}$\\
1.10 & 10.56 & 3.80 & 11.81\\
1.20 & 8.79 & 1.60 & 10.04\\
1.30 & 7.28 & $-0.40$ & 8.52\\
1.40 & 5.98 & $-2.20$ & 7.21\\
1.50 & 4.87 & $-3.82$ & 6.08\\
1.60 & 3.92 & $-5.27$ & 5.10
\end{tabular}
\end{center}
At 1.10 and 1.20~\AA\ all three are positive, so RHF is a local minimum among all determinants in this basis. At the tabulated lengths from 1.30 to 1.60~\AA\ it is unstable towards UHF, while it remains stable within real and complex RHF. Linear interpolation between 1.20 and 1.30~\AA\ puts the onset at $1.20+0.10\times1.60/(1.60+0.40)=1.28$~\AA; direct root finding also gives 1.28~\AA. These figures are specific to the minimal basis and are not converged. In 6-31G the lowest triplet eigenvalue is $1.82$, $0.36$ and $-0.92$~eV at 1.20, 1.30 and 1.40~\AA, so RHF is still stable at 1.30~\AA\ and the onset moves to about 1.33~\AA; at these lengths the lowest eigenvalues of $H^{\mathrm s}$ and $H^{\mathrm c}$ fall by 1.0 to 1.8~eV but stay positive. In 6-31G* the triplet value at 1.40~\AA\ is $-0.85$~eV. The instability at 1.40~\AA\ survives these changes of basis, but its size does not.

At 1.40~\AA\ the expectation values of the terms of \eqref{eq:Ht} in the lowest triplet mode are
\begin{equation}
16.80-13.46-5.54=-2.20\ \text{eV}.
\end{equation}
The mean orbital gap exceeds the particle--hole attraction $(ab|ij)$ by 3.34~eV. The coupling $(aj|bi)$, which enters through $B$, turns this positive remainder into an instability. The lowest eigenvalue of $A^{\mathrm t}$ itself is positive, 3.2~eV, so diagonalizing $A$ alone would miss it. In the same mode the singlet term $4(ai|bj)$ would add 17.92~eV and give $15.72$~eV. Reversing the sign of the coupling, as in $H^{\mathrm c}$, would give $16.799-13.456+5.544\approx8.89$~eV. These two values are upper bounds to the lowest eigenvalues 5.98 and 7.21~eV, since the mode is not optimal for those matrices.

The mode has $97\%$ $\pi\to\pi^*$ weight. Restricting the amplitudes to the $\pi$ orbitals nevertheless raises the triplet eigenvalue from $-2.20$ to $-1.64$~eV, so the small $\sigma$ admixture matters for its size. In this $\pi$ space, diagonalization of the full 72-dimensional spin-orbital matrix reproduced the multiplicities 1, 3 and 4. Energies of rotated determinants in the full basis confirmed the curvature along the lowest mode of each of the eight spin and phase channels, with a largest absolute error of $2\times10^{-7}$~eV.

At 1.60~\AA\ a finite step $\|k^z\|=1.2$ along the triplet mode lowers the energy by 3.42~eV. The quadratic formula would predict $5.27\times1.2^2=7.59$~eV, so higher orders limit the descent. Relaxing all orbitals from there gives a UHF energy 3.48~eV below RHF. The Mulliken spin populations of the carbons alternate between $+1.23$ and $-1.23$; the value depends on the partitioning scheme. L\"owdin partitioning gives about $\pm1.13$. Their size exceeds the one $\pi$ electron per carbon because the $\sigma$ electrons are polarized too: of the Mulliken value, about 0.82 lies in the $2p_z$ orbital and 0.42 in the $\sigma$ functions.

The UHF value $\langle S^2\rangle=2.08$, in units of $\hbar^2$, is close to the triplet value 2, but the state is not a triplet. A pure spin state with $S_z=0$ has no spin density, whereas this determinant has a large one; it mixes different total spins, with weights 0.359, 0.469, 0.155 and 0.017 for $S=0,1,2,3$. The broken symmetry is a property of the single-determinant description; the UHF energy, $\langle S^2\rangle$ and spin populations quoted at 1.60~\AA\ are STO-3G values whose basis dependence was not examined. Electron correlation beyond one determinant is missing, and the result is no evidence that benzene is magnetic. The remaining figures are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Fock-space test, largest error in A and B (model units): 1.0e-15
benzene RHF/STO-3G, chosen C-H length: 1.09 angstrom
lowest eigenvalues in eV: real singlet, real triplet, imaginary
  C-C 1.10 angstrom:   10.5595     3.8049    11.8136
  C-C 1.20 angstrom:    8.7905     1.6006    10.0425
  C-C 1.30 angstrom:    7.2762    -0.3976     8.5205
  C-C 1.40 angstrom:    5.9779    -2.2002     7.2083
  C-C 1.50 angstrom:    4.8670    -3.8206     6.0770
  C-C 1.60 angstrom:    3.9195    -5.2711     5.1038
spatial particle-hole pairs: 315
pi-space full matrix dimension: 72
pi-space spectrum, largest mismatch: 2.7e-14 eV
pi-space lowest (real singlet, real triplet, imaginary): 6.0159, -1.6389, 7.2239 eV
eight-channel curvature test, largest error: 1.6e-07 eV
random mixed direction, E2 from energies: 110.2381 eV
random mixed direction, E2 from matrices: 110.2381 eV
lowest real triplet mode at C-C 1.40 angstrom:
  HOMO-LUMO gap: 14.8446 eV
  mean orbital gap in the mode: 16.7994 eV
  term -(ab|ij): -13.4557 eV
  term -(aj|bi): -5.5438 eV
  sum, the eigenvalue: -2.2002 eV
  extra singlet term 4(ai|bj) in this mode: 17.9172 eV
  pi to pi* weight: 0.9737
triplet onset at C-C length: 1.2793 angstrom
energy curvature E2 at the onset: 1.1e-05 eV
following the triplet mode at C-C 1.60 angstrom:
  RHF total energy: -6194.6661 eV
  best step along the mode (grid of 0.1): 1.2
  energy change at that step: -3.4226 eV
  UHF minus RHF energy: -3.4831 eV
  UHF <S^2> (units of hbar^2): 2.0839
  carbon spin populations, alpha minus beta electrons: 1.232 -1.232 1.232 -1.232 1.232 -1.232
\end{verbatim}
